# The driving force, phase and mode selection of coherent phonons, part 1

(Sections cited here and not found follow in the second part.)

A femtosecond pulse strikes a crystal, and a delayed probe finds the reflectivity oscillating at the frequency $\Omega$ of a zone-centre optical phonon. The atoms in all illuminated cells move in step, so the mode coordinate $Q$ has a nonzero mean $\langle Q(t)\rangle$. Extrapolated back to the centre of the pulse, the oscillation may start at an extremum (a cosine) or pass through zero (a sine), and only some of the crystal's modes appear. The phase and the selection of modes both follow from one force. The labels "displacive, cosine, fully symmetric" and "impulsive Raman, sine" describe two limits of that force, each under its own conditions: the cosine needs a force that switches on with the pulse and outlasts the period, the restriction to fully symmetric modes needs a carrier distribution invariant under the crystal's symmetry, and the sine needs a force that ends with the pulse or decays well within a period. In both limits the amplitude is set by the Fourier component of the intensity at $\Omega$; for a smooth, unmodulated pulse it is appreciable only if the pulse is short against the period, whereas a long pulse whose intensity is modulated at $\Omega$ also drives the mode.

## A.1 The exact equation of motion

Take one harmonic mode with operators $b,b^\dagger$, $[b,b^\dagger]=1$, coupled linearly to the electrons, and a classical light field $\mathbf E(t)$ (the field inside the medium):

$$H=H_{\rm el}+\hbar\Omega\, b^\dagger b+X\,O-\boldsymbol\mu\cdot\mathbf E(t),\qquad X=b+b^\dagger,\qquad O=\sum_{mn}g_{mn}c_m^\dagger c_n .\tag{1}$$

$H_{\rm el}$, $O=O^\dagger$ and the dipole $\boldsymbol\mu$ act on electrons only, and $H_{\rm el}$ may contain interactions. Since $[b,b^\dagger b]=b$ and $[b,X]=1$, the Heisenberg equation $i\hbar\dot b=[b,H]$ and its adjoint read

$$\dot b=-i\Omega b-\frac{i}{\hbar}O,\qquad \dot b^\dagger=+i\Omega b^\dagger+\frac{i}{\hbar}O .$$

In the sum the $O$ terms cancel, so $\dot X=-i\Omega(b-b^\dagger)$. In the difference they add:

$$\ddot X=-i\Omega\Big(-i\Omega b-i\Omega b^\dagger-\frac{2i}{\hbar}O\Big)=-\Omega^2X-\frac{2\Omega}{\hbar}O .\tag{2}$$

Equation (2) is an operator identity. Its expectation value involves no factorisation, because $X$ and $O$ each appear alone; $\langle O\rangle=\sum_{mn}g_{mn}\rho_{nm}$ with $\rho_{nm}=\langle c_m^\dagger c_n\rangle$ taken in the full coupled state. If the dipole depends linearly on the displacement, $\boldsymbol\mu\to\boldsymbol\mu+X\boldsymbol\mu'$, then $O$ is replaced by $O-\boldsymbol\mu'\cdot\mathbf E(t)$ and the same lines go through.

A displacement $Q=\ell X$ with mass $M$ has $\ell=\sqrt{\hbar/2M\Omega}$. The electronic operator multiplying $Q$ in (1) is $\partial_QH\equiv O/\ell$. Multiplying (2) by $M\ell$ and using $2M\Omega\ell^2/\hbar=1$ gives $M(\ddot Q+\Omega^2Q)=-\partial_QH$. Before the pulse the state is stationary, so $M\Omega^2\langle Q\rangle_0=-\langle\partial_QH\rangle_0$. Subtracting this, and writing $Q$ from here on for the mean displacement from that equilibrium,

$$M(\ddot Q+\Omega^2Q)=F(t),\qquad F(t)=-\big[\langle\partial_QH\rangle_t-\langle\partial_QH\rangle_0\big].\tag{3}$$

For a $Q$-independent dipole, $F=-{\rm Tr}(\delta\rho\,\partial_QH)$ with $\delta\rho=\rho-\rho_0$. In a crystal of $N_c$ cells the $\mathbf q=0$ mode has mass $N_cM$ and the force is a sum over $N_c$ wavevectors; dividing by $N_c$ leaves (3) with $M$ and $F$ per cell and $Q$ the displacement common to all cells.

The $\Omega$ in (1)–(3) is the bare frequency. If $O$ has off-diagonal elements, the electrons respond to $Q$, and the part of $F$ proportional to $Q$ shifts the observed frequency by an amount that depends on the electronic state. When the electrons follow the lattice adiabatically, the ground-state shift can be absorbed into $\Omega$, and $F$ is then the force the light causes with the atoms held at $Q=0$. This is the meaning of $\Omega$ and $F$ when the force comes from a polarisability, as in (12), or the frequency from a dynamical matrix. When $O$ commutes with $H_{\rm el}$, as for diagonal coupling to the non-interacting levels of the band model of A.3, the two frequencies coincide. If $H_{\rm el}$ contains interactions, a diagonal $O$ need not commute with it, and the frequency can shift as it does for off-diagonal coupling.

Two further effects are absent from (1): a coupling quadratic in $Q$, which also makes the frequency depend on the carriers, and lattice anharmonicity, which couples $Q$ to other modes and damps it. Section A.6 adds damping as a phenomenological term. The program tests (2) as a matrix identity in a truncated Fock space, and tests (3) on a strongly driven two-level system with diagonal and off-diagonal coupling, where $\langle X(t)\rangle$ from the Schrödinger equation is compared with the convolution (4) of $\langle O(t)\rangle$.

## A.2 Solution, phase convention and the two limits

The retarded solution of (3) that vanishes before the pulse is

$$Q(t)=\frac{1}{M\Omega}\int_{-\infty}^{t}\sin\Omega(t-t')\,F(t')\,dt' .\tag{4}$$

Differentiating once gives the same integral with $\Omega\cos\Omega(t-t')$, the boundary term vanishing because $\sin0=0$; differentiating again gives the boundary term $F(t)/M$ and $-\Omega^2Q$, which is (3).

Suppose $F$ is constant, $F=F_\infty$, after the pulse. Write $\int_{-\infty}^t=\int_{-\infty}^\infty-\int_t^\infty$ with a convergence factor that is removed at the end. The second piece is $F_\infty\int_t^\infty\sin\Omega(t-t')dt'=-F_\infty\int_0^\infty\sin\Omega\tau\,e^{-0^+\tau}d\tau=-F_\infty/\Omega$. In the first, $\sin\Omega(t-t')=\sin\Omega t\cos\Omega t'-\cos\Omega t\sin\Omega t'$. With the Fourier convention $\tilde f(\nu)=\int f(t)e^{i\nu t}dt$ and $t=0$ at the pulse centre,

$$Q=Q_{\rm eq}+A_s\sin\Omega t+A_c\cos\Omega t,\quad Q_{\rm eq}=\frac{F_\infty}{M\Omega^2},\quad A_s=\frac{{\rm Re}\tilde F(\Omega)}{M\Omega},\quad A_c=-\frac{{\rm Im}\tilde F(\Omega)}{M\Omega}.\tag{5}$$

The phase is defined by writing the oscillating part as $-\mathcal A\cos(\Omega t+\varphi)$ with $-90^\circ<\varphi\le90^\circ$ and $\mathcal A$ of either sign. Expanding the cosine gives $A_c=-\mathcal A\cos\varphi$ and $A_s=\mathcal A\sin\varphi$, so

$$\tan\varphi=-\frac{A_s}{A_c}=\frac{{\rm Re}\tilde F(\Omega)}{{\rm Im}\tilde F(\Omega)} .\tag{6}$$

A step $F_0\theta(t)$ has $\tilde F=F_0\int_0^\infty e^{i\Omega t-0^+t}dt=iF_0/\Omega$. Then $A_s=0$, $A_c=-F_0/M\Omega^2$, and $Q=(F_0/M\Omega^2)(1-\cos\Omega t)$: the minimum of the potential jumps to $Q_{\rm eq}$ while the atoms are still at rest at $Q=0$. An impulse $P\delta(t)$ has $\tilde F=P$, so $Q=(P/M\Omega)\sin\Omega t$: the atoms receive momentum and the minimum stays put. A step delayed to $t_0$ has $\tilde F=iF_0e^{i\Omega t_0}/\Omega$ and therefore $\varphi=-\Omega t_0$, so any error in the time origin enters the phase directly.

The step limit is exact in a quantum model with $O=g|e\rangle\langle e|$. This $O$ commutes with $H$ once the field is off, so a sudden promotion with probability $n$ from the phonon vacuum leaves $\langle O\rangle=gn$ constant, and $\langle X\rangle=-(2gn/\hbar\Omega)(1-\cos\Omega t)$. The program tests this against propagation in the eigenbasis of the coupled Hamiltonian.

The pulse is $E(t)=\mathcal E(t)\cos\omega t$ with $\mathcal E=E_0e^{-t^2/4\sigma^2}$, so $\sigma$ is the rms width of the intensity $\mathcal E^2$, and $\int\mathcal E^2dt=E_0^2\sqrt{2\pi}\,\sigma$. The normalised intensity $g(t)=e^{-t^2/2\sigma^2}/\sqrt{2\pi}\sigma$ has $\tilde g(\Omega)=e^{-\Omega^2\sigma^2/2}$, real because $g$ is even. A force that follows the intensity, or its running integral, is the impulse or the step convolved with $g$; by the convolution theorem both amplitudes are multiplied by $e^{-\Omega^2\sigma^2/2}$ and the phase is unchanged. $Q_{\rm eq}$ is not reduced. A pulse with $\Omega\sigma\gg1$ moves the atoms adiabatically to $Q_{\rm eq}$ and leaves no oscillation.

## A.3 The force at second order in the field

Model the electrons as independent vertical transitions $k$ with weights $w_k$, $\sum_kw_k=1$, gaps $\Delta_k+DQ$ and a real transition dipole $d$. If the upper and lower levels shift by $D_cQ$ and $D_vQ$, a probability $|c_k|^2$ in the upper level changes $\langle\partial_QH\rangle$ by $(D_c-D_v)|c_k|^2$, so $D=D_c-D_v$ and

$$F(t)=-D\,n(t),\qquad n(t)=\sum_kw_k|c_k(t)|^2 .$$

The model has no excitons, no carrier scattering and no off-diagonal phonon coupling. One further approximation is made: the shift $DQ$ is dropped from the electronic equations. This back-action matters only while the pulse is on, since afterwards $|e\rangle\langle e|$ commutes with the Hamiltonian and $n$ is frozen whatever $Q$ does. It is negligible when both the mean shift $|DQ|$ during the pulse and the zero-point spread $|D|\ell/\sqrt{N_c}$ of the gap, with $\ell$ evaluated for the mass per cell, are small against the energy scale on which the optical response varies, which at a sharp feature is the pulse bandwidth. The spread does not vanish at weak field. It is negligible for the $\mathbf q=0$ mode of a crystal but not for a localised emitter or a molecule: the parameters of A.4 give $D\ell=82$ meV for $N_c=1$, and $G$ must then include the vibronic lineshape.

With the lower level at zero energy and its amplitude equal to 1 at first order, $i\hbar\dot c_k=\Delta_kc_k-dE(t)$. Under the Fourier transform $\dot c\to-i\nu\tilde c$, so $\hbar\nu\tilde c_k=\Delta_k\tilde c_k-d\tilde E$. Causality, $c_k=0$ before the pulse, requires $\tilde c_k$ analytic in the upper half-plane, $\nu\to\nu+i0$:

$$\tilde c_k(\nu)=\frac{d\,\tilde E(\nu)}{\Delta_k-\hbar\nu-i\eta},\qquad\eta\to0^+ .$$

Insert $c=\int\frac{d\nu_1}{2\pi}\tilde c(\nu_1)e^{-i\nu_1t}$ and its conjugate with $\nu_2$ into $\int|c|^2e^{i\Omega t}dt$. The time integral gives $2\pi\delta(\Omega-\nu_1+\nu_2)$, solved by $\nu_{1,2}=\nu_\pm\equiv\nu\pm\Omega/2$. The denominators are $a=\Delta_k-\hbar\nu_+-i\eta$ and $a'=\Delta_k-\hbar\nu_-+i\eta$, with $a'-a=\hbar\Omega+2i\eta$, and $1/aa'=(1/a-1/a')/(a'-a)$. Since $\Omega\neq0$, $\eta$ can be dropped from $a'-a$. Defining

$$G(z)=\sum_k\frac{w_k}{\Delta_k-z-i0},\qquad{\rm Im}\,G(z)=\pi\varrho(z),\qquad\varrho(z)=\sum_kw_k\delta(\Delta_k-z),$$

the sum over $k$ gives

$$\tilde F(\Omega)=-Dd^2\int\frac{d\nu}{2\pi}\,\tilde E(\nu_+)\tilde E^*(\nu_-)\,\frac{G(\hbar\nu_+)-G^*(\hbar\nu_-)}{\hbar\Omega}.\tag{7}$$

Within the model, (7) is exact at order $E^2$, with both signs of $\nu$ included. It describes two spectral components of the same pulse, $\Omega$ apart, beating at the phonon frequency. The derivation holds term by term in $k$, so for $k$-dependent couplings one replaces $Dd^2G(z)$ by $\sum_kw_kD_kd_k^2/(\Delta_k-z-i0)$.

For the Gaussian pulse, $\int e^{-t^2/4\sigma^2}e^{i\nu t}dt=2\sigma\sqrt\pi\,e^{-\sigma^2\nu^2}$, hence $\tilde E(\nu)=E_0\sigma\sqrt\pi\,[e^{-\sigma^2(\nu-\omega)^2}+e^{-\sigma^2(\nu+\omega)^2}]$. Near $\nu=\pm\omega+x$, the identity $(x+\Omega/2)^2+(x-\Omega/2)^2=2x^2+\Omega^2/2$ gives

$$\tilde E(\nu_+)\tilde E^*(\nu_-)=\pi\sigma^2E_0^2\,e^{-\Omega^2\sigma^2/2}\,e^{-2\sigma^2x^2}.$$

The cross terms between the two peaks are at most of order $e^{-2\sigma^2(\omega-\Omega/2)^2}$ and are negligible for a pulse of many cycles. The weight in $x$ is a Gaussian of rms width $1/2\sigma$, an energy bandwidth $\hbar/2\sigma$, and $\int\frac{dx}{2\pi}\pi\sigma^2e^{-2\sigma^2x^2}=\frac{\sigma^2}{2}\cdot\frac{1}{\sigma}\sqrt{\frac{\pi}{2}}=\frac14\sqrt{2\pi}\,\sigma$.

The fraction in (7) separates into a difference of real parts and a sum of imaginary parts:

$$\frac{{\rm Re}G(z+\frac{\hbar\Omega}2)-{\rm Re}G(z-\frac{\hbar\Omega}2)}{\hbar\Omega}+i\,\frac{{\rm Im}G(z+\frac{\hbar\Omega}2)+{\rm Im}G(z-\frac{\hbar\Omega}2)}{\hbar\Omega}\simeq{\rm Re}\,G'(z)+\frac{2i\,{\rm Im}G(z)}{\hbar\Omega}.$$

If $G$ is smooth over both $\hbar\Omega$ and $\hbar/2\sigma$, it may be evaluated at the peak centres $z=\pm\hbar\omega$. At $-\hbar\omega$ there are no transitions and $G$ is real. Then

$$\tilde F(\Omega)\simeq-D\,\frac{(dE_0)^2}{4}\sqrt{2\pi}\,\sigma\,e^{-\Omega^2\sigma^2/2}\Big[{\rm Re}\,G'(\hbar\omega)+G'(-\hbar\omega)+\frac{2i\,{\rm Im}G(\hbar\omega)}{\hbar\Omega}\Big].\tag{8}$$

The neglected terms are of second order: Taylor expansion adds $[\frac12(\hbar/2\sigma)^2+\frac1{24}(\hbar\Omega)^2]\,{\rm Re}G'''$ to ${\rm Re}G'$ and $[\frac12(\hbar/2\sigma)^2+\frac18(\hbar\Omega)^2]\,{\rm Im}G''$ to ${\rm Im}G$. By (5), the dispersive terms of (8) drive the sine and the absorptive term drives the cosine.

### Absorbing pump: displacive excitation

The imaginary term of (8) has the form $iF_\infty\tilde g(\Omega)/\Omega$ of a step convolved with the intensity, with $F_\infty=-Dn_\infty$ and

$$n_\infty=\frac{(dE_0)^2}{4}\,\frac{2\,{\rm Im}G(\hbar\omega)}{\hbar}\,\sqrt{2\pi}\,\sigma .\tag{9}$$

This is the golden-rule rate $\frac{2\pi}{\hbar}(d\mathcal E/2)^2\varrho(\hbar\omega)$ integrated over the pulse. Real carriers remain after the pulse and hold the minimum at a new position:

$$Q_{\rm eq}=-\frac{Dn_\infty}{M\Omega^2},\qquad A_c=-Q_{\rm eq}e^{-\Omega^2\sigma^2/2},\qquad\tan\varphi=\frac{\hbar\Omega\,[{\rm Re}G'(\hbar\omega)+G'(-\hbar\omega)]}{2\,{\rm Im}G(\hbar\omega)} .\tag{10}$$

When $G$ varies on an electronic scale $\Lambda$, $|G'|\sim|G|/\Lambda$ and $\tan\varphi\sim(\hbar\Omega/\Lambda)\,|G|/{\rm Im}G$. For strong absorption, ${\rm Im}G\sim|G|$, the motion is a cosine up to a phase of order $\hbar\Omega/\Lambda$; for weak absorption, ${\rm Im}G\ll|G|$, the dispersive term competes and the phase can be large. For $D>0$ the lattice moves towards negative $Q$, the direction that narrows the gap and lowers the energy of the excited carriers.

### Transparent pump: impulsive stimulated Raman driving

If ${\rm Im}G=0$ throughout the pulse spectrum, the integrand of (7) is real for any pulse with real $\tilde E$, that is, with even $E(t)$. Then $A_c=0$ and $Q_{\rm eq}=0$ at order $E^2$, and the motion is a pure sine. In the time domain, for a slow envelope, substitution in $i\hbar\dot c_k=\Delta_kc_k-dE$ with $\dot{\mathcal E}$ neglected gives

$$c_k\simeq\frac{d\,\mathcal E(t)}{2}\Big[\frac{e^{-i\omega t}}{\Delta_k-\hbar\omega}+\frac{e^{i\omega t}}{\Delta_k+\hbar\omega}\Big].$$

The population is virtual: it follows $\mathcal E^2$ and disappears with it. Its cycle average is $\bar n=\frac14d^2\mathcal E^2[G'(\hbar\omega)+G'(-\hbar\omega)]$, because $G'(z)=\sum_kw_k/(\Delta_k-z)^2$ and the cross term oscillates at $2\omega$. The induced dipole $\sum_kw_kd(c_k+c_k^*)=\alpha E$ defines the polarisability $\alpha=d^2[G(\hbar\omega)+G(-\hbar\omega)]$. A shift $\Delta_k\to\Delta_k+DQ$ gives $\partial_QG(z)=-DG'(z)$, so $\partial_Q\alpha=-Dd^2[G'(\hbar\omega)+G'(-\hbar\omega)]$ and

$$\bar F(t)=\tfrac14\,\partial_Q\alpha\;\mathcal E^2(t),\qquad A_s=\frac{\partial_Q\alpha\,E_0^2\sqrt{2\pi}\,\sigma\,e^{-\Omega^2\sigma^2/2}}{4M\Omega},\tag{11}$$

in agreement with the real part of (8). The combination is $\partial\alpha/\partial\Delta$, which differs from $-\partial\alpha/\partial(\hbar\omega)=-d^2[G'(\hbar\omega)-G'(-\hbar\omega)]$ in the sign of the antiresonant term; the two agree only where that term is small.

Equation (11) is more general than the band model. Hold $Q$ and $\mathcal E$ fixed, let the field point along a real unit vector $\mathbf e$, and let both the levels and the dipole depend on $Q$. A Floquet state $u(t)$ of period $2\pi/\omega$ obeys $(H-i\hbar\partial_t)u=\epsilon u$, and this operator is Hermitian under the cycle-averaged scalar product, so the Hellmann–Feynman theorem gives $\partial_Q\epsilon=\overline{\langle u|\partial_QH|u\rangle}$. The unperturbed Floquet states $|j\rangle e^{im\omega t}$ have quasi-energy $E_j+m\hbar\omega$, and the perturbation $-\frac12\mathcal E\,\mathbf e\cdot\boldsymbol\mu\,(e^{i\omega t}+e^{-i\omega t})$ connects $m=0$ to $m=\pm1$. Second-order perturbation theory gives, with $\Delta_j=E_j-E_0$,

$$\epsilon=E_0-\tfrac14\mathcal E^2\alpha_{ee},\qquad\alpha_{ee}=\sum_{j\ne0}|\langle j|\mathbf e\cdot\boldsymbol\mu|0\rangle|^2\Big[\frac1{\Delta_j-\hbar\omega}+\frac1{\Delta_j+\hbar\omega}\Big],$$

where the $j=0$ terms cancel as $1/\hbar\omega+1/(-\hbar\omega)=0$. The force relative to equilibrium is $-\partial_Q(\epsilon-E_0)$:

$$\bar F_a(t)=\tfrac14\,\mathcal E^2(t)\sum_{ij}e_ie_j\,\frac{\partial\alpha_{ij}}{\partial Q_a}.\tag{12}$$

This is the Placzek form. It needs the electrons to follow the Floquet state adiabatically, that is, all detunings large against $\hbar/2\sigma$ and $\hbar\Omega$, and no multiphoton resonance at the field used. In a fully quantum two-level model with the phonon in Fock space, which keeps back-action, the program finds for an off-resonant pulse $A_s/A_s^{\rm formula}=1.0030$ and $|A_c/A_s|=1.8\times10^{-7}$; it asserts agreement within 2% and $|A_c/A_s|<10^{-2}$.

Near a band edge or an isolated line $G$ is not smooth, (8) fails, and (7) has to be integrated.

## A.4 Worked example: a band of transitions

The parameters are round model values, not those of a material: $M=100$ u, $\Omega/2\pi=3.0$ THz, $D=2.0$ eV/Å, $d=1.0$ eÅ, intensity FWHM 30 fs, $E_0=5.0\times10^7$ V/m. These give $\Omega=0.01885$ rad/fs, $\hbar\Omega=12.407$ meV, period 333.3 fs, $M\Omega^2=3.6825$ eV/Å$^2$, $M\Omega=195.36$ eV fs/Å$^2$, $\sigma=12.740$ fs, $\sqrt{2\pi}\sigma=31.934$ fs, $e^{-\Omega^2\sigma^2/2}=0.9716$, $\hbar/2\sigma=25.8$ meV and $dE_0=5.0$ meV. A vacuum pulse with this field would carry 0.0106 mJ/cm$^2$.

The joint density of states is a semi-ellipse from 1.5 to 3.5 eV, with centre $\Delta_0=2.5$ eV and half-width $\Lambda=1$ eV: $\varrho=(2/\pi\Lambda^2)\sqrt{\Lambda^2-u^2}$, $u=z-\Delta_0$. Then

$$G=-\frac{2}{\Lambda^2}(u-r),\qquad G'=-\frac2{\Lambda^2}\Big(1-\frac ur\Big),\qquad r=\sqrt{u-\Lambda}\,\sqrt{u+\Lambda},\tag{13}$$

with principal roots and $u\to u+i0$. To verify (13): the expression is analytic off the cut $[-\Lambda,\Lambda]$; for large $|u|$, $r\simeq u-\Lambda^2/2u$ makes it vanish as $-1/u$; just above the cut $r=i\sqrt{\Lambda^2-u^2}$ and just below $r$ changes sign, so the jump is $2\pi i\varrho$. The defining integral of $G$ has the same three properties and both are bounded at the edges, so their difference is an entire function vanishing at infinity, which is zero. Below the band both roots are positive imaginary and $r=-\sqrt{u^2-\Lambda^2}$; a single root $\sqrt{u^2-\Lambda^2}$ would have the wrong sign there. Inside the band $u/r$ is imaginary and ${\rm Re}G'=-2/\Lambda^2$.

This part has derived the equation of motion and the force at second order in the field, with its cosine and sine limits, and has set up the model band for the worked example. What remains is to evaluate the example at three pump energies, then to treat mode selection, finite force lifetime and damping, and the implementation.

Numerical values quoted here were computed with a short program.
